# Hartree-Fock weight of N noninteracting H2 molecules

## Problem

$N$ identical H$_2$ molecules in their electronic ground state, with clamped nuclei, are so far apart that they do not interact. In the normalized ground state of one molecule, the restricted Hartree-Fock (RHF) determinant has coefficient $c_0$, with $0<c_0^2<1$.

1. Show that the RHF determinant of the whole collection has weight $W_N=c_0^{2N}$ in the exact ground state.
2. Find the smallest $N$ for which $W_N<1/2$, at the equilibrium bond length.
3. Estimate the same number from two integrals of the minimal-basis model.
4. Decide whether $W_N<1/2$ means that the molecules are strongly correlated, and whether configuration interaction with single and double excitations (CISD) would show the crossing.

"Exact" means exact within a chosen orbital basis, that is, full configuration interaction (FCI).

## Solution

### 1. The power law

In Gaussian units, molecule $A$ with protons at $\mathbf R_a,\mathbf R_b$ and bond length $R$ has the Hamiltonian

$$H_A=\sum_{i=1}^{2}\left[-\frac{\hbar^2\nabla_i^2}{2m}-\frac{e^2}{|\mathbf r_i-\mathbf R_a|}-\frac{e^2}{|\mathbf r_i-\mathbf R_b|}\right]+\frac{e^2}{r_{12}}+\frac{e^2}{R}.$$

Without interaction, $H=\sum_A H_A$. Orbitals on different molecules do not overlap, so together they form one orthonormal set.

Let $\Phi_{\mu A}^\dagger$ be a product of two creation operators that places two electrons in configuration $\mu$ of molecule $A$, with $\mu=0$ the RHF configuration. The exact ground state of molecule $A$ is created by

$$\Omega_A^\dagger=c_0\Phi_{0A}^\dagger+\sum_{\mu\neq0}c_\mu\Phi_{\mu A}^\dagger,\qquad \sum_\mu |c_\mu|^2=1 .$$

Moving one pair of creation operators past a pair on another molecule takes four exchanges, each with a factor $-1$. The total sign is $+1$, so the pairs commute. In second quantization $H_A$ contains equal numbers of creation and annihilation operators on molecule $A$, and therefore commutes with $\Omega_B^\dagger$ for $B\neq A$. Hence

$$|\Psi_N\rangle=\prod_{A=1}^N\Omega_A^\dagger|\mathrm{vac}\rangle,\qquad H|\Psi_N\rangle=NE_1|\Psi_N\rangle ,$$

where $E_1$ is the ground-state energy of one molecule. This is the ground state of the collection provided that moving an electron from one molecule to another costs energy. The numerical check confirms the energy $NE_1$ for up to four molecules in a minimal basis.

The RHF determinant of the collection is taken to be the one that separates into the molecular ones, $|\Phi_N\rangle=\prod_A\Phi_{0A}^\dagger|\mathrm{vac}\rangle$. A calculation may return orbitals spread over several molecules instead. This changes nothing: a unitary mixing of the occupied orbitals multiplies the determinant by a phase.

Now multiply out the product in $|\Psi_N\rangle$. Each term is a different determinant of the same orthonormal set, so the one term that overlaps with $|\Phi_N\rangle$ is that in which every molecule contributes $c_0\Phi_{0A}^\dagger$:

$$\langle\Phi_N|\Psi_N\rangle=c_0^N,\qquad W_N=|\langle\Phi_N|\Psi_N\rangle|^2=c_0^{2N}.$$

### 2. The crossing

The condition $c_0^{2N}<1/2$ gives $N\ln c_0^2<-\ln2$. Dividing by the negative number $\ln c_0^2$ reverses the inequality:

$$N>\frac{\ln2}{-\ln c_0^2},\qquad N_{1/2}=\left\lfloor\frac{\ln2}{-\ln c_0^2}\right\rfloor+1 .$$

For a weakly correlated unit, $p=1-c_0^2$ is small. Since

$$-\ln(1-p)=\int_0^p\frac{dt}{1-t}$$

and the integrand lies between $1$ and $1/(1-p)$, we have $p<-\ln(1-p)<p/(1-p)$. The crossing point therefore obeys

$$\frac{(1-p)\ln2}{p}<\frac{\ln2}{-\ln c_0^2}<\frac{\ln2}{p}.$$

In the cc-pVTZ basis the FCI energy is lowest at a bond length of 0.7426 Å. There $c_0^2=0.982031$ and $p=0.017969$, so

$$\frac{\ln2}{-\ln c_0^2}=\frac{0.69315}{0.018132}=38.23,\qquad N_{1/2}=39 .$$

The bounds are 37.88 and 38.58. Directly, $W_{38}=0.502$ and $W_{39}=0.493$.

The table shows how the answer depends on the basis and, in its last row, on the bond length.

| Basis | Bond length (Å) | $c_0^2$ | $N_{1/2}$ |
|---|---:|---:|---:|
| STO-3G | 0.7426 | 0.98721 | 54 |
| 6-31G | 0.7426 | 0.98549 | 48 |
| cc-pVDZ | 0.7426 | 0.98306 | 41 |
| cc-pVTZ | 0.7426 | 0.98203 | 39 |
| cc-pVQZ | 0.7426 | 0.98195 | 39 |
| STO-3G | 1.8521 | 0.75930 | 3 |

The margin for the last digit at equilibrium is thin. The integer becomes 38 once $c_0^2$ falls below $2^{-1/38}=0.98192$, and the cc-pVQZ value lies about 0.00002 above this. The weight does not keep falling with basis size, however: cc-pV5Z gives $c_0^2=0.98198$ at the same bond length, and cc-pVQZ gives 0.98198 at the slightly shorter bond 0.7414 Å. Both yield 39. Diffuse functions can tip the integer: at 0.7426 Å, aug-cc-pVTZ gives $c_0^2=0.98191$ and hence 38, while aug-cc-pVQZ gives 0.98194 and 39. Among these bases of triple-zeta quality and larger, $c_0^2$ shifts by about $1\times10^{-4}$, so the six digits quoted above describe cc-pVTZ only. The robust statement is that about forty molecules suffice.

### 3. Estimate from two integrals

In a minimal basis each molecule has a bonding orbital $g$, even under inversion, and an antibonding orbital $u$, odd under inversion. The RHF configuration is $g^2$. The configuration $gu$ is odd and cannot mix with it, which leaves $u^2$. Let $2\Delta>0$ be the energy of $u^2$ minus that of $g^2$. The two determinants differ in both spin orbitals, so only the electron repulsion couples them. Its exchanged term vanishes by spin, and for real orbitals the remaining term is the exchange integral

$$K=\iint g(\mathbf r_1)u(\mathbf r_1)\frac{e^2}{r_{12}}g(\mathbf r_2)u(\mathbf r_2)\,d^3r_1\,d^3r_2 .$$

With energies measured from the RHF energy, the eigenvalue problem is

$$\begin{pmatrix}0&K\\K&2\Delta\end{pmatrix}\begin{pmatrix}c_0\\c_1\end{pmatrix}=\lambda\begin{pmatrix}c_0\\c_1\end{pmatrix}.$$

The determinant condition $\lambda^2-2\Delta\lambda-K^2=0$ has the lower root $\lambda=\Delta-S$, with $S=\sqrt{\Delta^2+K^2}$. The first row gives $c_1/c_0=\lambda/K$. Normalization then gives

$$c_0^2=\frac{K^2}{K^2+\lambda^2}.$$

Here $K^2=S^2-\Delta^2=(S-\Delta)(S+\Delta)$, and

$$K^2+\lambda^2=(S-\Delta)(S+\Delta)+(S-\Delta)^2=2S(S-\Delta).$$

Therefore

$$c_0^2=\frac{S+\Delta}{2S}=\frac12\left[1+\frac{\Delta}{\sqrt{\Delta^2+K^2}}\right].$$

For $K\ll2\Delta$, the expansion $\Delta/S\approx1-K^2/(2\Delta^2)$ gives, to leading order,

$$p\approx\left(\frac{K}{2\Delta}\right)^2,\qquad \frac{\ln2}{p}\approx\ln2\left(\frac{2\Delta}{K}\right)^2 .$$

In STO-3G at 0.7426 Å, $K=4.935$ eV and $2\Delta=42.802$ eV. Their ratio is 0.1153, so $p\approx0.01329$, which is 4% above the exact minimal-basis value 0.01279. The estimated crossing point is $0.6931/0.01329\approx52.1$, hence 53 molecules, against 54 from the exact $c_0^2$ of this basis.

### 4. What the small weight means

**Strength of correlation.** The RHF and exact energies are both proportional to $N$, so the correlation energy per molecule does not change. In cc-pVTZ it is $-1.072$ eV, or 3.4% of the total electronic and nuclear-repulsion energy of $-31.901$ eV.

The natural occupations, which are the eigenvalues of the spin-summed one-particle density matrix, do not change either. In a product state, the density matrix of each molecule is that of the isolated molecule. In the minimal basis it is diagonal in $g$ and $u$, because $g^2$ and $u^2$ differ by two electrons and a one-particle operator cannot connect them. The occupations are $2c_0^2=1.974$ and $2p=0.026$ for every $N$, close to 2 and 0.

The weight falls because it asks that all molecules be in their RHF configuration at once. The molecules are independent, so the weight with $k$ of them outside that configuration is binomial:

$$P_k=\binom Nk p^k(1-p)^{N-k},\qquad \sum_k kP_k=Np .$$

At $N=39$ in cc-pVTZ the mean number is $39\times0.01797=0.70$. Less than one molecule in the whole collection is, on average, outside its RHF configuration, yet $P_0=W_{39}$ is already below one half.

So $W_N<1/2$ is not evidence of strong or static correlation. For identical noninteracting units, the measure free of size is $W_N^{1/N}=c_0^2$. The stretched molecule in the last row of the table differs in this respect: its occupations are $2\times0.7593=1.52$ and $0.48$, so each unit is itself far from a single determinant.

**A single reference still suffices.** In the minimal basis, let $T_A$ replace $g^2$ by $u^2$ on molecule $A$ with amplitude $t=c_1/c_0$. A second application gives zero, since $g$ is then empty. Thus $1+T_A=\exp(T_A)$ when acting on the RHF determinant, and

$$|\Psi_N\rangle=c_0^N\prod_A(1+T_A)|\Phi_N\rangle=c_0^N\exp\Big(\sum_AT_A\Big)|\Phi_N\rangle .$$

This is the coupled-cluster form, with an amplitude that does not depend on $N$. Its size is $|t|=\sqrt{p/c_0^2}=0.114$.

**What CISD shows.** CISD excludes states with two molecules in $u^2$, since these are quadruple excitations. Let $|D_A\rangle$ have molecule $A$ alone in $u^2$. Each $|D_A\rangle$ lies at $2\Delta$ and couples to $|\Phi_N\rangle$ through $K$; different $|D_A\rangle$ do not couple to each other. The remaining single and double excitations in the minimal basis either move charge between molecules or put at least one molecule in the odd configuration $gu$. Because each $H_A$ conserves the electron number and parity of its molecule, they do not mix with these states.

The normalized sum $|D\rangle=N^{-1/2}\sum_A|D_A\rangle$ has the coupling

$$\langle\Phi_N|H|D\rangle=N^{-1/2}\,NK=\sqrt N\,K,$$

and the combinations orthogonal to $|D\rangle$ decouple from $|\Phi_N\rangle$. The two-state result of part 3 applies with $K\to\sqrt N K$:

$$W_N^{\rm CISD}=\frac12\left[1+\frac{\Delta}{\sqrt{\Delta^2+NK^2}}\right]>\frac12 .$$

This holds as long as the lowest CISD state belongs to this group, which the numerical check confirms at the equilibrium bond length for $N=2$ and $3$. For $N\ge5$ a bound settles it. The combinations orthogonal to $|D\rangle$ lie at $2\Delta>0$. Any state outside the group changes the charge or parity of at most four molecules and leaves the others in $g^2$, since a further $u^2$ would exceed a double excitation. With $4E_1$ the lowest energy of four molecules, as assumed in part 1, such a state lies no lower than four molecular correlation energies, $4\left(\Delta-\sqrt{\Delta^2+K^2}\right)=-2.25$ eV relative to the RHF energy. The root $\Delta-\sqrt{\Delta^2+NK^2}$ equals $-2.68$ eV at $N=5$ and decreases with $N$, so it is the lowest for all $N\ge5$. At $N=4$ the root is $-2.17$ eV, above the bound, so the bound does not decide this case; direct diagonalization of the CISD matrix gives this root as the lowest there too. A strongly stretched bond can change the order at small $N$. As $R\to\infty$, with $g,u=(a\pm b)/\sqrt2$ built from the two atomic orbitals, $\Delta\to0$. Both $K$ and the repulsion energy of $g^2$ tend to half the on-site repulsion, while the triplet $gu$ has one electron on each atom and no such repulsion, so it lies $K$ below $g^2$. Two molecules in this triplet form a double excitation at $-2K$, below $-\sqrt N K$ for $N=2$ and $3$.

In STO-3G at $N=100$ the exact weight is 0.276 and this formula gives 0.699. At $N=1000$ the values are $2.6\times10^{-6}$ and 0.568. CISD thus misses the crossing. Its correlation energy, $\Delta-\sqrt{\Delta^2+NK^2}$, grows only as $\sqrt N$ for large $N$, so the correlation energy per molecule wrongly tends to zero. The weight that looks healthier belongs to the poorer wavefunction.

## Calculated quantities

```
H2, FCI in cc-pVTZ
bond length at energy minimum: 0.7426 angstrom
RHF energy: -30.8289 eV
FCI energy: -31.9009 eV
correlation energy: -1.0720 eV
correlation / total energy: 3.36 percent
c0: 0.990975
c0^2: 0.982031
p = 1 - c0^2: 0.017969
-ln c0^2: 0.018132
crossing point ln2/(-ln c0^2): 38.227
lower bound (1-p) ln2/p: 37.882
upper bound ln2/p: 38.575
N_half: 39 molecules
W_N at N = 1: 0.98203
W_N at N = 2: 0.96439
W_N at N = 10: 0.83417
W_N at N = 38: 0.50206
W_N at N = 39: 0.49304
W_N at N = 100: 0.16313
mean N*p at N_half: 0.7008 (dimensionless)
Basis dependence at the same bond length
sto-3g: c0^2 = 0.987214, N_half = 54
6-31g: c0^2 = 0.985494, N_half = 48
cc-pvdz: c0^2 = 0.983059, N_half = 41
cc-pvtz: c0^2 = 0.982031, N_half = 39
cc-pvqz: c0^2 = 0.981946, N_half = 39
Minimal basis STO-3G, same bond length
2 delta: 42.8017 eV
K: 4.9350 eV
p exact: 0.012786
p estimate (K/2delta)^2: 0.013294
N estimate ln2 (2delta/K)^2: 52.14
natural occupations: 1.97443, 0.02557
supermolecule FCI weight, N = 2: 0.974591
  product c0^(2N): 0.974591
supermolecule FCI weight, N = 3: 0.962130
  product c0^(2N): 0.962130
supermolecule FCI weight, N = 4: 0.949828
  product c0^(2N): 0.949828
N = 100: exact weight 2.761e-01, CISD 0.69893
N = 1000: exact weight 2.578e-06, CISD 0.56793
Stretched bond 1.8521 angstrom, STO-3G
supermolecule FCI weight, N = 1: 0.75930
supermolecule FCI weight, N = 2: 0.57653
supermolecule FCI weight, N = 3: 0.43776
supermolecule FCI weight, N = 4: 0.33239
first N below one half: 3
```
